Electrolyte drop and Nernst overpotential in a copper sulphate diffusion layer

**Problem**

A copper cathode at x = 0 faces a stagnant diffusion layer of thickness d. Beyond x = d the solution is well stirred and has a fixed composition. The solution contains copper sulphate and no acid. Treat the salt as ideal and fully dissociated into Cu²⁺ and SO₄²⁻. Copper deposits at steady state, and no other electrode reaction takes place.

The current is 90 percent of the limiting current. Find (a) the electrolyte potential drop across the layer and (b) the Nernst concentration overpotential, as separate quantities.

Take these round values, chosen as roughly typical of such a solution: salt concentration 0.1 mol/L, temperature 298.15 K, d = 50000 nm, D₊ = 0.7×10⁻⁵ cm²/s for copper and D₋ = 1.0×10⁻⁵ cm²/s for sulphate.

The algebra uses atomic units, so the elementary charge is 1 and potentials are energies per unit charge. Concentrations are numbers of ions per volume. The potential φ is that of the solution, and its surface value φₛ is taken just outside the double layer. Subscripts s and b mean surface and bulk edge. A prime means d/dx. Fluxes J and the current density i are positive towards the cathode.

**Hints**

1. Sulphate is neither consumed nor produced. What does this say about its flux at steady state, at every x?

2. Zero flux does not mean zero concentration gradient. Balance diffusion of sulphate against its migration to find the field.

3. Put that field into the copper flux. Migration turns out to have a simple ratio to diffusion.

4. For part (b), ask how the equilibrium potential of the copper electrode changes when the solution touching it is diluted. This is a difference between metal and solution, whereas part (a) concerns two points in the solution.

**Solution**

*The field.* The Nernst–Planck fluxes towards the cathode are

J₊ = D₊(c₊′ + 2c₊φ′/kT)

J₋ = D₋(c₋′ − 2c₋φ′/kT).

The first term in each is diffusion and the second is migration. The signs of the migration terms follow from the charges +2 and −2: a potential that rises towards the bulk drives cations to the cathode and anions away from it.

Electroneutrality gives c₊ = c₋ = c. At steady state J₋ cannot vary with x, because sulphate would otherwise accumulate somewhere. It is zero at the cathode, where sulphate does not react, so it is zero throughout the layer:

0 = c′ − 2cφ′/kT

φ′ = (kT/2) c′/c.

The anions therefore follow a Boltzmann distribution although a current flows. They are at rest on average, and the current is carried by copper.

*The concentration profile.* With this field, the migration term of copper is 2cφ′/kT = c′, equal to its diffusion term. Hence

J₊ = D₊(c′ + c′) = 2D₊c′.

J₊ is also independent of x. For constant D₊ the profile is linear, with c′ = (c_b − cₛ)/d. Each copper ion carries charge 2, so

i = 2J₊ = 4D₊(c_b − cₛ)/d.

The limiting current is reached when cₛ → 0:

i_L = 4D₊c_b/d.

Dividing the two expressions, with f = i/i_L, gives

f = 1 − cₛ/c_b, so cₛ/c_b = 1 − f.

*(a) The electrolyte drop.* Integrating φ′ from the surface to the bulk edge gives

Δφ = φ_b − φₛ = (kT/2) ln(c_b/cₛ) = (kT/2) ln[1/(1 − f)].

*(b) The Nernst term.* At equilibrium, a copper atom in the metal has the same energy cost as one Cu²⁺ ion at the surface plus two electrons in the metal. With φ_M the metal potential, the ion contributes kT ln cₛ + 2φₛ and the electrons contribute −2φ_M, apart from constants. Therefore

kT ln cₛ + 2φₛ − 2φ_M = constant

φ_M − φₛ = constant + (kT/2) ln cₛ.

The concentration overpotential is the change in this equilibrium difference when c_b is replaced by cₛ:

η_N = (kT/2) ln(cₛ/c_b) = −(kT/2) ln[1/(1 − f)].

*Numbers.* The surface concentration is 0.1 × 0.1 = 0.010 mol/L. With kT = 0.02569 eV and ln 10 = 2.3026,

Δφ = ½ × 0.02569 × 2.3026 = 0.0296 eV per unit charge, or 29.6 mV

η_N = −0.0296 eV per unit charge, or −29.6 mV.

To find the current itself, restore the elementary charge. A concentration of 0.1 mol/L is 6.022×10¹⁹ ions of each kind per cm³, and d is 5×10⁻³ cm:

i_L = 4 × 1.602×10⁻¹⁹ × 0.7×10⁻⁵ × 6.022×10¹⁹ / (5×10⁻³) A/cm² = 54 mA/cm².

The applied current is 0.9 × 54.0 = 48.6 mA/cm². Neither potential depends on d or the diffusivities once f is fixed.

*How the two terms combine.* Write the metal potential relative to the bulk edge as

φ_M − φ_b = (φ_M − φₛ) − Δφ.

Compared with equilibrium in the bulk solution, it changes by η_N − Δφ = −59.2 mV. The kinetic overpotential of deposition and any resistance beyond the layer come in addition.

The equal sizes of Δφ and η_N are a result of the valences. For a cation of charge z₊ and an anion of charge −z, zero anion flux gives Δφ = (kT/z) ln(c_b/cₛ), while the Nernst term has size (kT/z₊) ln(c_b/cₛ). A divalent cation with monovalent anions would have a drop of 59.2 mV at the same tenfold dilution, with the Nernst size still 29.6 mV.

*What is inside the drop.* The net current is i = 2(J₊ − J₋), or

i = 2(D₊ − D₋)c′ + 4(D₊ + D₋)cφ′/kT.

The coefficient of φ′ is the local conductivity, σ = 4(D₊ + D₋)c/kT. Solving for the field gives

φ′ = i/σ − (kT/2)[(D₊ − D₋)/(D₊ + D₋)] c′/c.

The first term is ohmic. The second is the diffusion potential, caused by the unequal diffusivities. Define t₊ = D₊/(D₊ + D₋) = 0.412. Since i = 4D₊c′, the ohmic term is kT t₊c′/c. Since (D₊ − D₋)/(D₊ + D₋) = 2t₊ − 1, integration gives

ohmic part = 2t₊Δφ = 0.0244 eV

diffusion part = (1 − 2t₊)Δφ = 0.0052 eV.

Their sum is Δφ, and D₋ cancels from it.

A different value results if the ohmic drop is estimated with the bulk conductivity everywhere:

i d/σ_b = kT f t₊ = 0.02569 × 0.9 × 0.412 = 0.0095 eV.

This is the drop just after this current is switched on and held constant, before concentration gradients form. If it is subtracted as "the ohmic drop", the remaining 0.0201 eV of Δφ can be counted, together with the size of η_N, in a wider concentration overpotential. That quantity is not η_N, and adding the whole of Δφ to it would count 0.0201 eV twice.

*Limits and validity.* At small f, ln[1/(1 − f)] ≈ f, so Δφ ≈ kT f/2: the steady drop is proportional to the current, as in a resistor, although part of it is diffusion potential. In this two-ion model, as f → 1 the drop diverges logarithmically, because the solution at the wall runs out of ions. Its slope is dΔφ/df = (kT/2)/(1 − f). At f = 0.91 the drop is already 0.0309 eV, about 5 percent above its value at 0.90.

Electroneutrality can be checked for consistency with Poisson's equation, εφ″ = −8π(c₊ − c₋), where ε is the relative permittivity. Since c″ = 0, φ″ = −(kT/2)(c′/c)², and

(c₊ − c₋)/c = [εkT/(16πc)](c′/c)² = 2λ²(c′/c)²,

where λ = [εkT/(32πc)]^½ is the local Debye length. With ε = 78, λ is 0.48 nm in the bulk and √10 times larger, 1.5 nm, at the surface. There c′/c = 9/50000 nm⁻¹, so the relative charge imbalance is about 1.5×10⁻⁷. It is negligible here, but it grows as cₛ⁻³ at fixed c′, so the neutral model fails sufficiently close to the limiting current. In a real solution the two-ion assumption can fail first, because copper sulphate solutions are slightly acidic. With 10⁻⁴ mol/L of protons, treated as in Variation 1 below, the drop is 28.6 mV at f = 0.9 and stays finite, about 65 mV, at the limiting current.

**Variation 1: add acid**

Keep 0.1 mol/L copper and add acid giving 1 mol/L of free protons, with sulphate as their counterion. Neglect bisulphate. What is the drop at 90 percent of the new limiting current?

Let h and s be the proton and sulphate concentrations, and v = (φ − φ_b)/kT. Both species are inert, so

h = h_b e^(−v), s = s_b e^(2v), s_b = 0.1 + 0.5 = 0.6 mol/L.

Neutrality, 2c + h = 2s, gives c = s − h/2. Now add the three flux equations, each divided by its diffusivity:

(c + h + s)′ + (2c + h − 2s)v′ = J₊/D₊.

The second bracket vanishes. The total concentration N = c + h + s = 2s + h/2 is therefore linear in x. At the limiting current cₛ = 0, so e^(3v_L) = h_b/(2s_b) = 1/1.2 and v_L = −0.061. At 90 percent of it,

N(0) − N(vₛ) = 0.9[N(0) − N(v_L)],

where the arguments are values of v. Numerical root finding gives vₛ = −0.054, so the drop is 0.0014 eV, or 1.4 mV. The surface copper concentration is 0.0105 mol/L and the Nernst term is −0.0289 eV. Acid nearly removes the drop but leaves the Nernst term almost unchanged. Much of the sulphate in such a solution is really bisulphate. Including it in equilibrium, at the same free-proton concentration, with a dissociation constant between 0.01 and 0.1 mol/L, raises the drop to about 2 mV, which is still small.

At fixed c_b, D₊ and d, the limiting current falls to 0.53 of its acid-free value, because copper has lost most of its migration.

**Variation 2: allow ion pairs**

Return to the acid-free solution, and let some ions form neutral CuSO₄ pairs of concentration p, in local equilibrium with free ions of concentration c. How do the two terms change?

Let a = γc be the free-ion activity and p = Ka². With pair diffusivity Dₚ, zero total sulphate flux now reads

0 = D₋c[(ln a)′ − 2φ′/kT] + Dₚp′

φ′ = (kT/2)[(ln a)′ + (Dₚ/D₋)p′/c].

Pairs carry sulphate towards the cathode, and a stronger field must drive free sulphate back. Substituting φ′ into the total copper flux gives

J_Cu/D₊ = 2c(ln a)′ + (Dₚ/D₋ + Dₚ/D₊)p′.

Let G(c) be the integral of the right-hand side over composition, from zero to c. G is linear in x, so the surface composition at 90 percent of this system's limiting current satisfies Gₛ = 0.1G_b. Integrating φ′ from that composition to the bulk gives the drop. In the Nernst term the free-ion activity replaces the concentration, so |η_N| = (kT/2) ln(a_b/aₛ).

For a rough size, use Bjerrum's model. The cutoff is q = 2/(εkT) = 1.44 nm, and

K = 4π∫ r² exp(2q/r) dr, from r = 0.5 nm to q,

ln γ = −(q/λ)/(1 + q/λ),

with λ evaluated for the free ions. The contact distance 0.5 nm and Dₚ = 0.6×10⁻⁵ cm²/s are rough choices. Quadrature gives K of about 170 L/mol, with roughly 60 percent of the bulk salt paired. Trapezoidal integration over composition then gives

Δφ ≈ 0.043 eV, |η_N| ≈ 0.020 eV.

In this model the drop is roughly 40 percent above the ideal value, and the Nernst size is about a third below it. The equality of the two terms is lost. The size of the increase depends strongly on the model. A contact distance of 0.6 nm gives a drop of 0.039 eV, and a pair diffusivity of 0.4×10⁻⁵ cm²/s, with the contact distance back at 0.5 nm, gives 0.037 eV. Using the Davies formula for γ with K = 150 L/mol gives only 0.031 eV if its linear coefficient is 0.3, and 0.029 eV, no increase at all, if it is 0.2. In each case the drop still exceeds the Nernst size.

*Beside a real plating bath.* Copper sulphate baths commonly contain sulphuric acid and more copper than 0.1 mol/L, and 90 percent of the limiting current is high for smooth deposits. A layer of some tens of micrometres is a reasonable rough size for moderate stirring. The absence of acid is the assumption such baths break most strongly: in these models, adding acid moves the drop from 29.6 to 1.4 mV. In an acid-free solution, pairing is a further uncertainty: the estimates above give 29 to 43 mV, and these are not bounds. A contact distance of 0.4 nm gives 49 mV in Bjerrum's model, and the Davies form with coefficient 0.2 and a pair diffusivity of 0.4×10⁻⁵ cm²/s gives 27 mV. The same models lower the limiting current to 0.6–0.8 of the ideal 54 mA/cm². Temperature has a modest effect: at 323 K and the same f, the ideal drop is 32.1 mV.

All numerical values are calculated from the stated model.
